# Counterpoise-Corrected Energy Barrier for Helium Crossing a Rigid Benzene Ring

## Problem

A helium atom moves along the sixfold axis of a planar benzene ring. All ring nuclei are held fixed, with round bond lengths C–C 1.39 Å and C–H 1.09 Å. The ring is a small model of one intact hexagon in a graphene-like permeation barrier.

1. Define a barrier at the ring centre that is free of basis superposition error, and derive the Hartree-Fock (HF) and second-order Møller-Plesset (MP2) energies it needs.
2. Evaluate both barriers in the cc-pVDZ basis and find what produces the HF barrier.
3. Decide whether the centre is the top of the axial path and the easiest crossing point nearby in the plane.
4. Compare the barriers with $k_BT$ at 300 K, and judge whether the neglected effects could change the verdict.

Gaussian units are used, with $\hbar$, $m$ and $e$ kept. Orbitals are real, and every system is a closed shell.

## Hints

**Hint 1.** An atom inside the ring can borrow the ring's basis functions. Give the separated fragments the same functions.

**Hint 2.** Write the determinant's energy through its density matrix, then vary the orbitals while keeping them orthonormal.

**Hint 3.** For MP2, take the sum of Fock operators as the unperturbed Hamiltonian. Ask which excited determinants couple to the ground determinant.

**Hint 4.** To find the origin of the barrier, bring the fragments together in three stages: frozen charge clouds, antisymmetrised frozen orbitals, relaxed orbitals.

**Hint 5.** Near the centre, expand the in-plane potential in angular harmonics $\cos n\varphi$. Which of them survive a rotation by 60°?

## Full solution

### 1. The barrier and its counterpoise correction

For fixed nuclei with charges $Z_Ae$ at $\mathbf R_A$,

$$H=\sum_i\Big[-\frac{\hbar^2\nabla_i^2}{2m}-\sum_A\frac{Z_Ae^2}{|\mathbf r_i-\mathbf R_A|}\Big]+\sum_{i<j}\frac{e^2}{r_{ij}}+E_{nn},\qquad E_{nn}=\sum_{A<B}\frac{Z_AZ_Be^2}{R_{AB}}.$$

The barrier in method X is

$$V_X=E_X[\text{He+ring}]-E_X[\text{He}]-E_X[\text{ring}],$$

with all three energies in the full basis of the combined system. For a single fragment, the partner's nuclei and electrons are removed but its basis functions stay: these are ghost functions. The zero of $V_X$ is infinite separation.

The correction has a definite sign in HF. A fragment's own basis spans a subspace of the full basis, and HF minimises the energy over determinants built from the available functions. Hence $E_{HF}^{\rm full}\le E_{HF}^{\rm own}$ for each fragment. Subtracting own-basis energies therefore subtracts too much, and gives a barrier that is too low. MP2 is not a minimisation, so there the sign must be computed.

### 2. Hartree-Fock energy

Let $\chi_\mu$ be the basis functions, $S$ their overlap matrix, $h$ the one-electron part of $H$, and

$$(\mu\nu|\rho\sigma)=e^2\!\int\!\!\int\frac{\chi_\mu(1)\chi_\nu(1)\,\chi_\rho(2)\chi_\sigma(2)}{r_{12}}\,d^3r_1d^3r_2 .$$

For a determinant of doubly occupied orbitals $i,j$, each pair of electrons has a Coulomb energy, and each pair of equal spin also has an exchange energy:

$$E=2\sum_i h_{ii}+\sum_{ij}\big[2(ii|jj)-(ij|ij)\big]+E_{nn}.$$

Collect the occupied coefficients as columns of $C$, and set $D=2CC^T$. With

$$J_{\mu\nu}=\sum_{\rho\sigma}D_{\rho\sigma}(\mu\nu|\rho\sigma),\quad K_{\mu\nu}=\sum_{\rho\sigma}D_{\rho\sigma}(\mu\rho|\nu\sigma),\quad F=h+J-\tfrac12K,$$

we have $\tfrac12{\rm Tr}\,DJ=2\sum_{ij}(ii|jj)$ and $\tfrac14{\rm Tr}\,DK=\sum_{ij}(ij|ij)$. Therefore

$$E_{HF}={\rm Tr}\,Dh+\tfrac12{\rm Tr}\,D(J-\tfrac12K)+E_{nn}=\tfrac12{\rm Tr}\,D(h+F)+E_{nn}.$$

The two-electron part is quadratic in $D$, so its variation cancels the factor $\tfrac12$ and $\delta E={\rm Tr}\,F\,\delta D$. Since $\delta D=2(\delta C\,C^T+C\,\delta C^T)$ and $F$ is symmetric, $\delta E=4\,{\rm Tr}\,\delta C^TFC$. Orthonormality, $C^TSC=1$, is imposed by subtracting $2\,{\rm Tr}\,\varepsilon(C^TSC-1)$ with symmetric $\varepsilon$. The variation of this term is $4\,{\rm Tr}\,\delta C^TSC\varepsilon$. As $\delta C$ is arbitrary,

$$FC=SC\varepsilon .$$

A rotation among the occupied orbitals leaves $D$ unchanged and makes $\varepsilon$ diagonal. Because $F$ depends on $D$, the equation is iterated to self-consistency.

### 3. MP2 energy

Write $H(\lambda)=H_0+\lambda W$, where $H_0$ is the sum of one-electron Fock operators and $W=H-H_0$. Let $\Phi_n$ be the eigenstates of $H_0$ with energies $E_n^{(0)}$, and $\Phi_0$ the HF determinant. The first-order equation is

$$(H_0-E^{(0)}_0)\Psi_1=-(W-E_1)\Phi_0 .$$

Its projection on $\Phi_n$ gives the coefficient $-W_{n0}/(E_n^{(0)}-E_0^{(0)})$. The second-order energy $\langle\Phi_0|W|\Psi_1\rangle$ is then

$$E_2=-\sum_{n\ne0}\frac{|W_{n0}|^2}{E_n^{(0)}-E_0^{(0)}} .$$

Single excitations $i\to a$ drop out: $H$ couples them to $\Phi_0$ through $F_{ia}$, which vanishes for HF orbitals. Triple and higher excitations drop out because $H$ has at most two-body terms. Doubles remain, with $\Delta=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$, where $i,j$ are occupied and $a,b$ empty.

Let $g=(ia|jb)$ and $g'=(ib|ja)$. A pair of opposite spins has matrix element $g$ and contributes $-\sum g^2/\Delta$, summed freely over $i,j,a,b$. A pair of equal spins has matrix element $g-g'$. A free sum counts each such excitation four times, and there are two spin directions, so the contribution is

$$-\frac24\sum\frac{(g-g')^2}{\Delta}=-\sum\frac{g^2-gg'}{\Delta}.$$

The last step uses $\sum g'^2/\Delta=\sum g^2/\Delta$, which follows on exchanging the labels $a$ and $b$. Adding both parts,

$$E_2=-\sum_{ijab}\frac{(ia|jb)\,[2(ia|jb)-(ib|ja)]}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j},\qquad E_{MP2}=E_{HF}+E_2 .$$

Since $E(\lambda)=E^{(0)}_0+\lambda E_1+\lambda^2E_2+\dots$, $E_2$ is also half the second derivative of the exact eigenvalue of $H(\lambda)$ within the basis. For LiH with a bond length of 1.6 Å in the STO-3G basis, the formula and a numerical derivative of full configuration-interaction energies both give $-0.01290410$ hartree.

For the ring, the six carbon 1s orbitals are left out of the sum over $i,j$. The repulsion integrals are fitted as $(\mu\nu|\rho\sigma)\approx\sum_PB_{P,\mu\nu}B_{P,\rho\sigma}$, where $P$ labels fitted auxiliary functions. In the smaller 6-31G basis, this changes the central barriers by at most 1.3 meV relative to unfitted integrals. In cc-pVDZ, a change of auxiliary set moves the total energies below by up to $5\times10^{-4}$ hartree and the barriers by up to 5 meV, so their last digits depend on the fitting.

### 4. Numbers at the centre

The cc-pVDZ energies in the common basis of 119 functions, in hartree, are:

| System | $E_{HF}$ | $E_2$ |
|---|---:|---:|
| He+ring | −233.073693 | −0.836210 |
| ring | −230.722733 | −0.787122 |
| He | −2.856028 | −0.027503 |

The HF difference is

$$-233.073693+230.722733+2.856028=0.505068\ \text{hartree},$$

which is **13.74 eV**, or 1326 kJ/mol. The correlation difference is

$$-0.836210+0.787122+0.027503=-0.021585\ \text{hartree}=-0.587\ \text{eV}.$$

The MP2 barrier is therefore **13.16 eV**, or 1269 kJ/mol. Correlation lowers the barrier by about 4% of its HF value in this basis.

Without the counterpoise correction the barriers would be 13.70 eV and 12.94 eV. The superposition error is 0.04 eV in HF, with the sign derived above, and 0.22 eV in MP2.

### 5. What produces the HF barrier

First superpose the unperturbed charge clouds. This gives the classical Coulomb energy $E_{elst}$. Next build one determinant from the unperturbed occupied orbitals of both fragments. They overlap, so $C^TSC\ne1$. Replacing $C$ by $C(C^TSC)^{-1/2}$ orthonormalises them without changing the space they span, and

$$D=2C(C^TSC)^{-1}C^T .$$

The energy of this determinant, less the fragment energies and $E_{elst}$, is called $E_{Pauli}$. It contains the cost of orthogonality and the exchange energy between fragments. Finally, let the orbitals relax. The HF energy is the minimum, so $E_{relax}\le0$. The result is

$$V_{HF}=E_{elst}+E_{Pauli}+E_{relax}=-5.89+23.57-3.94=13.74\ \text{eV}.$$

Within this partition the barrier comes from antisymmetry, since the other two terms together are attractive by 9.8 eV.

The negative electrostatic term can be understood by treating the helium cloud as spherical. Let $\bar\phi(r)$ be the ring's electrostatic potential averaged over a sphere around the centre. Gauss's law gives $d\bar\phi/dr=-Q(r)/r^2$, where $Q(r)$ is the enclosed ring charge. Inside the carbon radius only ring electrons are enclosed, so $Q<0$ and $\bar\phi$ rises outward. The part of the helium cloud lying there thus sits at a higher potential than the helium nucleus, which lowers the energy of the negative charge.

A spatial integration of helium density times ring potential gives $-5.84$ eV in 6-31G, against $-5.92$ eV from the matrix expression, a difference of 1.3%.

### 6. Shape of the barrier

Reflection in the ring plane makes $V(z)$ even, so the axial force vanishes at the centre. The 6-31G scan, in eV, gives:

| $z$ (Å) | HF | MP2 |
|---:|---:|---:|
| 0.00 | 14.67 | 14.72 |
| 0.50 | 11.44 | 11.45 |
| 1.00 | 5.34 | 5.27 |
| 1.50 | 1.65 | 1.61 |
| 2.00 | 0.40 | 0.40 |
| 2.60 | 0.07 | 0.07 |

The centre is the highest of the computed points. This basis puts the centre higher than cc-pVDZ does, by 7% in HF and 12% in MP2. It also gives correlation a slightly positive share of the barrier, so it serves here for shape and for the size of corrections.

In the plane, sixfold symmetry admits the angular terms $\cos n\varphi$ with $n=0,6,\dots$. A linear term has $n=1$, and a quadratic one has $n=0$ or 2. Thus there is no in-plane force, and the quadratic part is isotropic:

$$V(s)=V_0+\tfrac12\kappa_\perp s^2+\dots$$

A displacement of 0.2 Å raises the MP2 energy by 1.70 eV, both toward an atom and toward a bond. Hence $\kappa_\perp\approx2(1.70)/0.2^2\approx85$ eV/Å². This finite-step value includes some quartic contribution. It also depends on the basis: in cc-pVDZ the rise toward an atom is 1.52 eV, which lowers $\kappa_\perp$ to about 76 eV/Å². The centre is a maximum along the axis and a minimum in the plane: a saddle point for the motion of helium past the rigid ring.

### 7. Comparison with thermal energy

At 300 K, $k_BT=0.02585$ eV, so

$$\frac{V_{HF}}{k_BT}=\frac{13.744}{0.02585}\approx532,\qquad\frac{V_{MP2}}{k_BT}=\frac{13.156}{0.02585}\approx509 .$$

The factors $e^{-V/k_BT}$ are about $10^{-231}$ and $10^{-221}$. The ten orders between them come from a mere 0.59 eV, so the exponent is far less certain than the verdict. To bring the MP2 ratio down to 100, the barrier would have to fall to 2.6 eV, a loss of 10.6 eV. The neglected effects are to be measured against that margin.

- **Basis.** With triple-zeta functions on carbon (without f functions) and helium, and 6-31G on hydrogen, the barriers become 13.56 eV and 12.84 eV. The MP2 value falls by 0.32 eV. Diffuse functions are not included, so this shift shows sensitivity to the basis and not the distance to its limit.
- **Correlation.** Spin-component-scaled MP2 gives 13.32 eV in cc-pVDZ. The shift of 0.16 eV shows sensitivity to the treatment of correlation; it does not bound the error of MP2.
- **Ring breathing.** Let the carbon radius grow, with the C–H length fixed. A parabola through three radii in 6-31G gives a relaxed MP2 barrier of about 11.3 eV, at a growth of 0.15 Å. The free ring is relaxed in the same way. The reduction from 14.7 eV is about 3.5 eV, the largest correction found.

Subtracting this reduction, 3.46 eV before rounding, from the 12.84 eV of the larger basis leaves roughly 9.4 eV, or about 360 $k_BT$. This assumes that the 6-31G reduction carries over to the larger basis, so it is only an estimate. In cc-pVDZ a single point at a growth of 0.13 Å lowers the MP2 barrier by only about 2.6 eV, which suggests that 6-31G overstates the reduction by roughly 0.8 eV and that the relaxed value lies nearer 10.2 eV. With the larger, 6-31G reduction, the two corrections together use up about 3.8 eV of the 10.6 eV margin. Other distortions, bond breaking, open-shell solutions for the stretched ring and higher correlation are not included.

### 8. Relation to real barrier coatings

A hexagon in graphene has a C–C length of roughly 1.4 Å, close to the one used here, but it has carbon neighbours instead of hydrogen and a surrounding sheet that resists breathing. The value near 13 eV therefore belongs to the benzene model. It makes a high barrier plausible for an intact graphene hexagon, but its size would have to be computed with a larger flake or a periodic sheet. Real coatings and flake composites break a more important assumption: that every path goes through an intact hexagon. Suppose, for illustration, that a fraction $10^{-12}$ of crossing sites are defects with a 1 eV barrier. Their weight at 300 K is $10^{-12}e^{-1/0.02585}\approx10^{-29}$, against $10^{-221}$ for the rigid ring, or about $10^{-158}$ with the 9.4 eV estimated above for a breathing ring. The relevant energy then drops from that of the intact ring to that of the defect. With open pores or gaps at flake edges there may be no such activation barrier at all, and leakage is set by their number and geometry.

## Variation 1: how large a target is the ring?

**Question.** Find the classical thermal crossing rate through one ring, then correct it for quantised in-plane motion.

**Solution.** Let a gas of density $n$ and atomic mass $M$ be in equilibrium up to the ring plane. For a Maxwell distribution, the one-way flux in free gas is

$$n\int_0^\infty v\sqrt{\frac{M}{2\pi k_BT}}\,e^{-Mv^2/2k_BT}dv=n\sqrt{\frac{k_BT}{2\pi M}} .$$

In the plane, the density carries the extra factor $e^{-V(s)/k_BT}$. Integrating over the plane near the centre,

$$\Gamma=n\sqrt{\frac{k_BT}{2\pi M}}\;a\,e^{-V_0/k_BT},\qquad a=\int_0^\infty2\pi s\,e^{-\kappa_\perp s^2/2k_BT}ds=\frac{2\pi k_BT}{\kappa_\perp}.$$

With the 6-31G curvature found above, $a\approx2\pi(0.02585)/85\approx1.9\times10^{-3}$ Å².

The in-plane quantum is $\hbar\omega_\perp=\hbar\sqrt{\kappa_\perp/M}=0.298$ eV. With $x=\hbar\omega_\perp/k_BT\approx11.5$, the classical treatment fails. The classical partition function of two oscillators is $x^{-2}$, and the quantum one is $[e^{-x/2}/(1-e^{-x})]^2$. Their ratio corrects the rate:

$$\frac{\Gamma_{q}}{\Gamma}=\frac{x^2e^{-x}}{(1-e^{-x})^2}\approx1.3\times10^{-3}.$$

For $x\to0$ the ratio tends to 1, as it must. For $x\gg1$ the exponential adds the zero-point energy $2\times\tfrac12\hbar\omega_\perp$ to the barrier. With this curvature, confinement makes the crossing about three orders of magnitude rarer, a small change beside a Boltzmann factor of $10^{-221}$.

## Variation 2: can helium tunnel instead?

**Question.** Does tunnelling rescue the crossing at 300 K?

**Solution.** At energy $E$, the thermal weight times the leading semiclassical transmission is $e^{-E/k_BT-S(E)}$, with

$$S(E)=\frac2\hbar\int_{-z_E}^{z_E}\sqrt{2M[V(z)-E]}\,dz,\qquad V(\pm z_E)=E .$$

Near the top, $V=V_0-\tfrac12M\omega_b^2z^2$, so $V-E=\tfrac12M\omega_b^2(z_E^2-z^2)$ with $z_E^2=2(V_0-E)/M\omega_b^2$. The integral of $\sqrt{z_E^2-z^2}$ is a half-disc of area $\pi z_E^2/2$, and hence

$$S(E)=\frac{2M\omega_b}{\hbar}\,\frac{\pi z_E^2}{2}=\frac{2\pi(V_0-E)}{\hbar\omega_b}.$$

Going below the top gains weight if $1/k_BT>2\pi/\hbar\omega_b$, that is, below the crossover temperature $T_c=\hbar\omega_b/2\pi k_B$. The 6-31G MP2 curvature of $-28.8$ eV/Å² gives $\hbar\omega_b=0.173$ eV and $T_c\approx320$ K. In cc-pVDZ the MP2 curvature is about $-25$ eV/Å², which lowers $T_c$ to 298–299 K. Room temperature thus lies at the crossover, and the choice of basis decides whether tunnelling just below the top is favoured.

The 6-31G profile, interpolated between the computed points, puts the best energy near 11.8 eV, about 2.9 eV below the top. So close to the crossover, this energy is sensitive to the shape of the profile. The combined factor is about $10^{-246}$, against $10^{-247}$ for classical activation in the same basis. At this best energy the factor thus gains less than two orders of magnitude. The exponent varies slowly over several electronvolts, however, so many energies contribute. Integrating the thermal weight times the transmission $1/(1+e^{S})$ over $E$ raises the rate for this 6-31G profile by between three and four orders of magnitude over classical activation. The gain depends on the basis: rescaling the profile to the cc-pVDZ height and curvature moves the best energy to the top and reduces the gain to under two orders. Either value is negligible here. At $E=0$ the factor is only about $10^{-372}$ with the integral stopped at $|z|=2.6$ Å. Continuing it to 3.4 Å, where the 6-31G MP2 potential has fallen to about 0.005 eV, lowers the factor by about nine more orders of magnitude. These estimates keep the ring rigid and omit the change of in-plane zero-point energy along the path. Within them, tunnelling does not open the ring. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
C-C and C-H lengths: 1.39, 1.09 angstrom
k_B T at 300 K: 0.02585 eV
LiH test, MP2 formula: -0.01290410 hartree
LiH test, CI derivative: -0.01290410 hartree
Main basis cc-pVDZ, functions: 119
He+ring, full basis, E_HF: -233.073693 hartree
He+ring, full basis, E_2: -0.836210 hartree
ring, full basis, E_HF: -230.722733 hartree
ring, full basis, E_2: -0.787122 hartree
He, full basis, E_HF: -2.856028 hartree
He, full basis, E_2: -0.027503 hartree
HF barrier: 13.744 eV = 1326 kJ/mol
MP2 barrier: 13.156 eV = 1269 kJ/mol
Correlation part of barrier: -0.587 eV
SCS-MP2 barrier: 13.315 eV
Superposition error HF, MP2: 0.043, 0.216 eV
Uncorrected HF, MP2: 13.701, 12.940 eV
HF orbital gap of He+ring: 13.09 eV
HF electrostatic part: -5.887 eV
HF Pauli part: 23.567 eV
HF relaxation part: -3.936 eV
Barrier/k_B T, HF and MP2: 532, 509
log10 exp(-V/k_B T), HF: -231
log10 exp(-V/k_B T), MP2: -221
Larger basis, functions: 164
Larger basis HF, MP2 barrier: 13.556, 12.836 eV
6-31G HF, MP2 barrier: 14.670, 14.719 eV
6-31G largest fitting error: 1.264 meV
6-31G electrostatics, matrix: -5.9182 eV
6-31G electrostatics, grid: -5.8439 eV
6-31G z=0.00 angstrom, HF, MP2: 14.670, 14.719 eV
6-31G z=0.25 angstrom, HF, MP2: 13.798, 13.840 eV
6-31G z=0.50 angstrom, HF, MP2: 11.436, 11.445 eV
6-31G z=1.00 angstrom, HF, MP2: 5.337, 5.271 eV
6-31G z=1.50 angstrom, HF, MP2: 1.645, 1.611 eV
6-31G z=2.00 angstrom, HF, MP2: 0.397, 0.396 eV
6-31G z=2.60 angstrom, HF, MP2: 0.065, 0.067 eV
6-31G MP2 at z=8 angstrom: -0.0121 meV
MP2 rise, 0.2 angstrom toward atom: 1.7005 eV
MP2 rise, 0.2 angstrom toward bond: 1.7010 eV
Axial curvature: -28.76 eV/angstrom^2
In-plane curvature: 85.04 eV/angstrom^2
In-plane zero-point energy, two modes: 0.2980 eV
Barrier-top hbar*omega: 0.1733 eV
Tunnelling crossover temperature: 320 K
Breathing HF, radius growth: 0.121 angstrom
Breathing HF, relaxed barrier: 12.31 eV
Breathing MP2, radius growth: 0.149 angstrom
Breathing MP2, relaxed barrier: 11.26 eV
log10 WKB factor at E=0: -372
log10 best thermal-WKB factor: -246
Energy of best thermal-WKB path: 11.78 eV
log10 6-31G MP2 Boltzmann factor: -247
```
